# Free-electron plasmon energy of polyhydroxystyrene from composition and density

## Problem

A fast electron passing through a polymer resist can lose energy by setting many valence electrons into a common oscillation. One quantum of this oscillation is a plasmon. Polyhydroxystyrene has the repeat unit C$_8$H$_8$O, and its density is taken as 1.16 g/cm$^3$.

1. Show that the repeat unit has 46 valence electrons, and find their number per volume.
2. Estimate the plasmon energy by a scaling argument.
3. Calculate the energy in the free-electron model, including the numerical factor.
4. Compare the two results, and decide how far the model can be trusted for this polymer.

In the free-electron model the valence electrons move with the free-electron mass against a rigid, uniform positive background. Their binding to atoms and bonds is ignored, as are damping and any dependence of the energy on wavelength. The algebra uses Hartree atomic units, in which $\hbar=m=e=1$ and the Coulomb energy of two unit charges at distance $r$ is $1/r$. An electron has charge $-1$. In these units a frequency and the energy of its quantum are the same number.

## Counting the electrons

Carbon has four valence electrons, hydrogen one and oxygen six, so

$$
8\times4+8\times1+1\times6=46 .
$$

The bonds of the unit $-\mathrm{CH_2}-\mathrm{CH(C_6H_4OH)}-$ give an independent count. The ring has six C–C sigma bonds and three pi pairs. One bond joins the ring to the chain, one C–C bond lies in the chain inside the unit, and one leads to the next unit. The bond at the other end belongs to the previous unit, so that each link is counted once. There are also one C–O bond, one O–H bond, four ring C–H bonds and three chain C–H bonds:

$$
6+3+1+1+1+1+1+4+3=21 .
$$

Oxygen has two lone pairs. Each pair holds two electrons, and $2(21+2)=46$, as before.

The molar mass is

$$
M=8(12.011)+8(1.008)+15.999=120.151\ \text{g/mol}.
$$

One repeat unit has mass $M/N_A$, and dividing by the mass density $\rho$ gives its volume:

$$
V=\frac{M}{\rho N_A}
=\frac{120.151}{1.16\times6.022\times10^{23}}\ \text{cm}^3
=172.0\ \text{Å}^3 ,
$$

where 1 cm$^3$ is $10^{24}$ Å$^3$. The valence density is therefore

$$
n=\frac{46}{V}=0.2674\ \text{Å}^{-3}.
$$

This is an average over the material. The real electron density is high in the bonds and low between the chains; the model replaces it by its mean.

## First estimate by scaling

If the electrons are displaced together, the exposed charge pulls them back. The restoring force comes from the Coulomb interaction, the inertia from the electron mass, and the amount of exposed charge from the density. Suppose that the frequency depends on nothing else. In particular, the size of the sample is assumed not to matter, and $\hbar$ does not enter because the motion is that of a classical oscillator.

For this argument the units must be restored. Let $e^2$ denote the product of Coulomb energy and distance for two unit charges. Its dimensions are energy times length, or mass $\times$ length$^3$ $\times$ time$^{-2}$. Write

$$
\omega\sim(e^2)^a\,m^b\,n^c .
$$

A frequency contains no mass, which requires $a+b=0$. It contains no length, which requires $3a-3c=0$. It has dimension time$^{-1}$, which requires $-2a=-1$. Hence $a=c=\tfrac12$, $b=-\tfrac12$, and

$$
\omega\sim\sqrt{\frac{e^2n}{m}},
\qquad\text{or}\qquad
\omega\sim\sqrt n\ \text{ in atomic units}.
$$

The atomic unit of length is the Bohr radius $a_0=0.529177$ Å, and that of energy is the hartree, $E_h=27.2114$ eV. The density in atomic units is thus the pure number

$$
na_0^3=0.26745\times(0.529177)^3=0.03963 ,
$$

and the estimate is

$$
E_{\text{scale}}=E_h\sqrt{na_0^3}
=27.2114\times0.1991\ \text{eV}\approx5.4\ \text{eV}.
$$

The argument fixes the dependence on density but leaves a pure number undetermined. To find that number, the restoring field must be calculated.

## Exact solution of the free-electron model

### The field of a displaced slab

Take a wide slab with background charge density $+n$ between $x=0$ and $x=L$. Its sides are much longer than $L$, so the field points along $x$ and effects at the side edges can be neglected. Move all electrons by $s$ in the positive direction, with $0<s<L$. They now fill the region from $s$ to $L+s$.

The layer $0<x<s$ has lost its electrons and carries positive charge. The layer $L<x<L+s$ has electrons but no background and carries negative charge. Between the layers the material is neutral. The total charge is zero, and with no applied field the field vanishes outside the slab.

In atomic units Gauss's law reads $dE/dx=4\pi\times(\text{charge density})$. Starting from zero field on the left, $E(x)$ is $4\pi$ times the charge per area to the left of $x$:

$$
E(x)=
\begin{cases}
4\pi nx, & 0<x<s,\\
4\pi ns, & s<x<L,\\
4\pi n(L+s-x), & L<x<L+s.
\end{cases}
$$

The interior field points from the positive layer to the negative one, along $+x$. The force on an electron has the opposite sign, $-4\pi ns$, and so opposes the displacement.

### The energy of the displacement

The energy density of an electric field is $E^2/(8\pi)$. The middle region has length $L-s$, and each edge layer contributes the integral of $x^2$ from 0 to $s$, which is $s^3/3$. The energy per area is

$$
\begin{aligned}
\frac UA
&=\frac{(4\pi n)^2}{8\pi}
\left[s^2(L-s)+\frac{s^3}{3}+\frac{s^3}{3}\right]\\
&=2\pi n^2s^2\left(L-\frac s3\right).
\end{aligned}
$$

There are $nL$ electrons per area. Division by this number gives the energy per electron,

$$
u=2\pi ns^2\left(1-\frac{s}{3L}\right).
$$

For a negative displacement, $s$ in the bracket is replaced by $|s|$. When $|s|\ll L$ the correction disappears and $u=2\pi ns^2$. The thickness has then dropped out, in agreement with the assumption made in the scaling argument.

### From the energy to the quantum

Let $N$ electrons share the displacement $s$. Their kinetic energy is $N\dot s^2/2$, and their total momentum is $P=N\dot s$. The kinetic energy is therefore $P^2/(2N)$, and the Hamiltonian of the common motion is

$$
H=\frac{P^2}{2N}+2\pi nN s^2 .
$$

An oscillator of mass $N$ and frequency $\omega_p$ has potential energy $\tfrac12N\omega_p^2s^2$. Equating the two potential energies gives

$$
\frac12N\omega_p^2=2\pi nN
\quad\Longrightarrow\quad
\omega_p^2=4\pi n .
$$

The number of electrons cancels because both the inertia and the restoring energy are proportional to it.

The level spacing follows from the commutator $[s,P]=i$. Define

$$
a=\sqrt{\frac{N\omega_p}{2}}\,s+\frac{i}{\sqrt{2N\omega_p}}\,P .
$$

The product of the two coefficients, without the $i$, is $\tfrac12$. Multiplying out, with the order of $s$ and $P$ kept, gives

$$
a^\dagger a=\frac{N\omega_p s^2}{2}+\frac{P^2}{2N\omega_p}
+\frac i2[s,P]=\frac H{\omega_p}-\frac12 ,
\qquad [a,a^\dagger]=1 .
$$

Thus $H=\omega_p(a^\dagger a+\tfrac12)$ and $[H,a^\dagger]=\omega_pa^\dagger$. If $H\psi=\mathcal E\psi$, then

$$
H(a^\dagger\psi)=a^\dagger H\psi+\omega_pa^\dagger\psi
=(\mathcal E+\omega_p)\,a^\dagger\psi .
$$

In the same way, $a$ lowers the energy by $\omega_p$. Since $H$ cannot have a negative energy, repeated lowering must end at a state with $a\psi=0$, whose energy is $\omega_p/2$. The levels are therefore $\omega_p/2,\ 3\omega_p/2,\ 5\omega_p/2$ and so on. One plasmon is one step of this ladder. By conservation of energy, a fast electron that creates one plasmon loses $\omega_p$.

### The number for the polymer

With the units restored, the plasmon energy is

$$
\begin{aligned}
\hbar\omega_p&=E_h\sqrt{4\pi na_0^3}\\
&=27.2114\sqrt{0.49803}\ \text{eV}\\
&=19.2\ \text{eV}\approx19\ \text{eV}.
\end{aligned}
$$

The main result corresponds to 0.706 hartree.

The slab calculation was also tested numerically. The field energy was integrated over the full width of the displaced slab, from $x=0$ to $x=L+s$, and the resulting collective Hamiltonian was diagonalized on a grid. For $N=10^9$ the first two level spacings are 19.203 and 19.202 eV. For $N=10^{11}$ the first is 19.203 eV. The formula gives 19.203 eV, and the differences lie within the tolerance of two parts in $10^4$, relative to the formula, set for the grid error. These digits test the algebra; they do not describe the accuracy of the model for a real polymer.

## Does the shape of the sample matter?

The slab moved as a whole, whereas a passing electron disturbs the interior of a film. Consider therefore a plane wave in which electrons at $x$ are displaced by a small amount $u(x,t)$ along $x$. Where $u$ increases with $x$, the electrons are pulled apart. To first order their density changes by $-n\,\partial u/\partial x$. Since their charge is negative, the net charge density is $+n\,\partial u/\partial x$, and Gauss's law gives

$$
\frac{\partial E}{\partial x}=4\pi n\frac{\partial u}{\partial x}
\quad\Longrightarrow\quad E=4\pi nu .
$$

The integration constant is zero for a wave of zero mean displacement with no uniform applied field. Newton's law for an electron is then

$$
\ddot u=-E=-4\pi nu .
$$

The frequency is again $\sqrt{4\pi n}$, whatever the wavelength. The slab therefore gives the correct frequency for the interior. This derivation neglects the electrons' own random motion. If their typical speed is $v$ and the wave number is $q$, the neglect requires $qv\ll\omega_p$: an electron must cross only a small part of a wavelength during an oscillation. This is the long-wavelength condition.

A small sphere in vacuum behaves differently. Inside a uniform ball of charge density $n$, Gauss's law at radius $r$ gives $4\pi r^2E=4\pi\,(4\pi r^3/3)\,n$, so the field is $4\pi n\mathbf r/3$. If the electron ball is shifted by $\mathbf s$, the field where the two balls overlap is

$$
\mathbf E=\frac{4\pi n}{3}\left[\mathbf r-(\mathbf r-\mathbf s)\right]
=\frac{4\pi n}{3}\,\mathbf s .
$$

For a shift much smaller than the radius, nearly all electrons feel this field, and $\omega^2=4\pi n/3$. At the same density the quantum would be $19.2/\sqrt3=11.1$ eV. The restoring field is weaker because the sphere is no wider than it is thick. In the wide slab the exposed charges form two large sheets, and the field between them runs straight across. On the sphere the exposed charge has a limited extent, and its field spreads out sideways. The scaling estimate is the same for both shapes, so it cannot tell the two oscillations apart. The question concerns the interior of the polymer, for which the factor is $4\pi$.

## Comparison of the estimate and the solution

The ratio of the calculated energy to the scaling estimate is

$$
\frac{\hbar\omega_p}{E_{\text{scale}}}=\sqrt{4\pi}=3.54 .
$$

The estimate of 5.4 eV is thus 72% below the free-electron result, relative to that result. The whole discrepancy is the factor from Gauss's law. A scaling argument treats unknown numbers as being near one, and here the number under the root is 12.6.

The estimate does better with ratios, since the missing factor cancels. Because $n$ is proportional to $\rho$, so is $\omega_p^2$, and a small change of density gives

$$
\frac{\delta\omega_p}{\omega_p}\approx\frac12\frac{\delta\rho}{\rho}.
$$

A density higher by 5% raises the calculated energy from 19.20 to 19.68 eV, or by 2.47%. The slight difference from 2.5% comes from the higher terms of the square root. Rounding the density to 1.16 g/cm$^3$ leaves an uncertainty of at most 0.005 g/cm$^3$, which changes the energy by about 0.04 eV. This rounding is therefore no obstacle to the answer of 19 eV. A film whose actual density is more than about 3% higher would have a calculated energy that rounds to 20 eV.

The same scaling shows the effect of the electron count. If all 64 electrons of the unit were treated as free, the energy would be

$$
19.20\sqrt{\frac{64}{46}}\ \text{eV}=22.65\ \text{eV}.
$$

The choice of 46 thus matters more than the last digit of the density, and it needs a physical reason.

## Which electrons can be treated as free?

Model a bound electron by a spring of frequency $\omega_b$, and let a force $F$ oscillate at frequency $\omega$. In steady oscillation $\ddot x=-\omega^2x$, so the equation $\ddot x=F-\omega_b^2x$ gives

$$
x_{\text{bound}}=\frac{F}{\omega_b^2-\omega^2},
\qquad
x_{\text{free}}=-\frac{F}{\omega^2}.
$$

The ratio of the amplitudes is

$$
\left|\frac{x_{\text{bound}}}{x_{\text{free}}}\right|
=\frac{\omega^2}{|\omega_b^2-\omega^2|}.
$$

It is small when $\omega_b\gg\omega$: a stiffly held electron hardly moves.

Orbital energies of the free atoms supply a rough scale for $\omega_b$. Unrestricted Hartree–Fock calculations in the cc-pVDZ basis give the following binding energies, each for the less strongly bound of the two spins:

| Orbital | Binding energy (eV) |
|---|---:|
| C 1s | 307.4 |
| C 2s | 15.9 |
| O 1s | 561.2 |
| O 2s | 29.2 |

Larger basis sets (cc-pVTZ, aug-cc-pVTZ, cc-pVQZ) raise these values by up to 0.1 eV for carbon and 0.3 eV for oxygen, so the last digit is not converged. The choice of spin matters more: for the other spin the 2s binding energy is 22.5 eV in carbon and 38.3 eV in oxygen. The values also omit electron correlation, the relaxation of the other orbitals on ionization, and the surroundings of the atom in the polymer. A binding energy is also not a spring frequency, so the amplitudes below show orders of magnitude.

For carbon 1s, the ratio at the plasmon frequency is $19.2^2/(307.4^2-19.2^2)\approx0.004$. For oxygen 1s it is about 0.001. The 18 core electrons therefore contribute almost nothing to the common motion, and leaving them out is well justified.

The valence electrons are a less clear case. The carbon 2s binding energy is comparable with the plasmon energy, and that of oxygen 2s is larger. In the spring picture an electron with $\omega_b>\omega$ even moves in the opposite sense to a free one, as the signs of the two displacements show. Counting all 46 electrons as free is thus an idealization, not a consequence of weak binding.

## A common binding frequency

One effect of binding can be followed in full if every valence electron is given the same spring frequency $\omega_0$. The spring adds $\tfrac12\omega_0^2s^2$ to the energy per electron, so

$$
\frac12\omega^2s^2=2\pi ns^2+\frac12\omega_0^2s^2
\quad\Longrightarrow\quad
\omega=\sqrt{\omega_p^2+\omega_0^2}.
$$

The electric field and the spring pull in the same direction, and the frequency rises. For weak binding, expansion of the root gives $\omega\approx\omega_p+\omega_0^2/(2\omega_p)$. In the opposite limit of the same model, $\omega_p\ll\omega_0$, it gives $\omega\approx\omega_0+\omega_p^2/(2\omega_0)$: the spring then sets the frequency, and the average field adds a small shift. The size of this shift does not carry over to well-separated atoms, where the field at each atom differs from the average.

Take a round model value of 7 eV for the spring quantum. Then

$$
\sqrt{19.20^2+7.0^2}\ \text{eV}=20.44\ \text{eV},
$$

which agrees with diagonalization of the slab Hamiltonian with the spring included. The shift is 1.2 eV, or about 6% of the free-electron value. This spring is not fitted to polyhydroxystyrene. Real valence electrons have a range of excitation energies, and the field at a bond can differ from the average field used here. Such a difference can change the size of the shift and even its sign. The calculation therefore shows that even a soft spring matters at the level of 1 eV; it is not a correction to be applied to the polymer.

A spring of 7 eV is in fact too soft to stand for all 46 electrons. In a slow field $E$ each electron is displaced by $E/\omega_0^2$, so the dipole moment per volume is $nE/\omega_0^2$ and the dielectric constant is $1+\omega_p^2/\omega_0^2$. For 7 eV this is 8.5, a refractive index of 2.9. An index near 1.6, as is usual for transparent aromatic polymers, requires $\omega_0=19.20/\sqrt{1.6^2-1}=15.4$ eV, and the mode then lies at 24.6 eV. A single spring is too crude for this to be a prediction, but it shows that binding can shift the energy by several eV.

Damping sets another condition. With a friction term, $\ddot s+\gamma\dot s+\omega_p^2s=0$, the trial solution $e^{-i\Omega t}$ gives $\Omega^2+i\gamma\Omega-\omega_p^2=0$, and hence

$$
\Omega=-\frac{i\gamma}{2}\pm\sqrt{\omega_p^2-\frac{\gamma^2}{4}} .
$$

For $\gamma<2\omega_p$ the motion is an oscillation whose amplitude decays as $e^{-\gamma t/2}$. A plasmon is a well-defined quantum near $\omega_p$ when $\gamma\ll\omega_p$; for $\gamma>2\omega_p$ there is no oscillation at all.

The answer to the exercise is therefore a free-electron plasmon energy of about 19 eV. Within the model it follows from composition and density alone. For this polymer it can be trusted as the scale of the energy loss, but only to within several eV: in the spring model a soft spring shifts it by 1 eV, and one stiff enough to give a refractive index of 1.6 shifts it by 5 eV. The position and width of the loss peak in a real film also depend on binding and damping, which those two data do not determine.

## Numbers as computed

```
Mass density: 1.16 g/cm^3
Atomic weight of C: 12.011 g/mol
Atomic weight of H: 1.008 g/mol
Atomic weight of O: 15.999 g/mol
Molar mass of repeat unit: 120.151 g/mol
Avogadro constant: 6.022141e+23 1/mol
All electrons per unit: 64
Valence electrons per unit: 46
Bonding pairs per unit: 21
Lone pairs per unit: 2
Volume per repeat unit: 172.00 angstrom^3
Valence density n: 0.26745 1/angstrom^3
Bohr radius a0: 0.529177 angstrom
Hartree energy: 27.21139 eV
n*a0^3: 0.039632 (dimensionless)
4*pi*n*a0^3: 0.49803 (dimensionless)
Plasmon energy: 19.203 eV
Plasmon energy: 0.7057 hartree
Plasmon energy, rounded: 19 eV
Plasmon energy from SI formula: 19.203 eV
Slab thickness in test: 52.92 angstrom
First level spacing, N=1e9: 19.203 eV
Second level spacing, N=1e9: 19.202 eV
First level spacing, N=1e11: 19.203 eV
Energy at 5% higher density: 19.678 eV
Relative energy change: 2.47 %
Energy if all electrons counted: 22.65 eV
Model spring energy: 7.0 eV
Shifted energy, formula: 20.439 eV
Shifted energy, diagonalization: 20.439 eV
Atomic bindings: UHF/cc-pVDZ, weaker-bound spin
C 1s binding: 307.4 eV
C 2s binding: 15.9 eV
O 1s binding: 561.2 eV
O 2s binding: 29.2 eV
```
